Why the weak-field Hall coefficient does not count carriers

**Question**

I am computing the Hall coefficient of a square-lattice band with nearest- and next-nearest-neighbour hopping. The Fermi line is one closed curve around Γ and holds 0.65 electrons per cell, so I expected R_H = −1/(ne). With a constant relaxation time my Boltzmann code gives a positive R_H instead. If I let the relaxation time vary around the Fermi line, the sign can become negative again, although the filling has not changed. Is the code wrong? If not, what does R_H measure, and when may I read a carrier density from it?

**Answer**

The code can be right. The area inside the Fermi line (the Luttinger volume, in two dimensions) fixes the density. The weak-field Hall coefficient measures something else: how the mean free path turns as one goes around that line.

**Setting**

Take the band

ε(k) = −2t(cos kx + cos ky) + 4t′ cos kx cos ky,

with t′ = 0.3t and the cell edge a as unit of length. The velocity is v = ∇ε/ħ, the carrier charge is q = −e, and B points along z. With two spins, a line closed about Γ holds n = 2·Area/(4π²) electrons per cell. A line closed about (π,π) encloses p = 2 − n holes, given by the same expression. Scattering enters neither count.

I use the semiclassical Boltzmann equation with a given relaxation time τ(k) that has the symmetry of the lattice. This is a model: scattering into a state is not treated separately. Berry curvature, magnetic breakdown and orbit quantization are left out.

**From the Boltzmann equation to the Fermi line**

In the steady state

(q/ħ)(E + v×B)·∇f = −(f − f0)/τ.

Write f = f0 + g and keep terms linear in E. Since ∇f0 = ħv f0′ and (v×B)·v = 0, the magnetic force does not act on f0:

qE·v f0′ + (q/ħ)(v×B)·∇g = −g/τ.

Now put g = (−f0′)h. The operator (v×B)·∇ gives zero on any function of ε, so −f0′ can be taken through it and divided out:

h + τ(q/ħ)(v×B)·∇h = qτE·v.  (1)

Here v×B = B(v_y, −v_x). Define the mean free path l = vτ and D = v_y∂_x − v_x∂_y. To first order in B,

h = qE·l − (q²B/ħ) τ D(E·l).

The current is J = 2q∫d²k/(4π²) v(−f0′)h. The first term of h gives σ_xx, and the second, with E along y, gives σ_xy:

σ_xx = 2q² ∫d²k/(4π²) (−f0′) v_x l_x,

σ_xy/B = −(2q³/ħ) ∫d²k/(4π²) (−f0′) l_x D l_y.

At zero temperature −f0′ = δ(ε − μ), and d²k = ds dε/(ħ|v|), where s is arc length along the Fermi line. Fourfold symmetry lets us replace v_x l_x by v·l/2 = |v||l|/2, so

σ_xx = q²/(4π²ħ) ∮|l| ds.

For σ_xy, follow the line in the direction z×v, whose unit vector is (−v_y, v_x)/|v|. Then D = −|v| d/ds. This minus sign cancels the one in front, and |v| cancels the density-of-states factor:

σ_xy/B = 2q³A_l/(4π²ħ²), with A_l = ∮ l_x dl_y.

A_l is the signed area swept by the vector l.

The Hall coefficient is R_H = E_y/(J_x B) at J_y = 0. Fourfold symmetry gives σ_yx = −σ_xy, so J_y = 0 means E_y = (σ_xy/σ_xx)E_x. To lowest order J_x = σ_xx E_x. Therefore R_H = σ_xy/(Bσ_xx²), or

R_H = 8π² A_l / [q (∮|l| ds)²].  (2)

Multiplying τ by a constant changes nothing, because numerator and denominator are both quadratic in l. Changing the shape of τ(k) generally does change R_H.

For a circle of radius k_F about Γ with constant |l|, A_l = π|l|² and ∮|l|ds = 2πk_F|l|. Equation (2) gives R_H = 2π/(qk_F²). Since n = k_F²/(2π), this is 1/(qn). Near the band bottom the model approaches this case: there ε ≈ constant + (t − 2t′)k², and τ becomes isotropic. At 0.001t above the bottom, with constant τ, the Hall number n_H = 1/(qR_H) gives the ratio n_H/n = 1.0000.

**What decides the sign**

Let θ be the direction of v. Since l is parallel to v, l = |l|(cos θ, sin θ). The integral of d(l_x l_y) around a closed line vanishes, so

A_l = ½∮(l_x dl_y − l_y dl_x) = ½∮|l|² dθ = ½∮|l|² κ ds,

where κ = dθ/ds is the curvature. It is positive on an electron-like arc and negative on a hole-like one. Each arc votes on the sign of R_H with weight |l|².

If κ has one sign everywhere, no positive τ(k) can reverse R_H. If both signs occur, making τ large enough on one kind of arc lets that kind win. The argument needs l parallel to v, which separate in-scattering need not preserve.

A line around Γ can have hole-like arcs. On the diagonal kx = ky = k, let w > 0 be the common value of v_x and v_y. Moving along (−1,1)/√2, and using ε_xx = ε_yy there,

κ = (v_x dv_y/ds − v_y dv_x/ds)/|v|² = (ε_xx − ε_xy)/(√2ħw),

where subscripts on ε denote second derivatives. With ε_xx = 2t cos k − 4t′cos²k and ε_xy = 4t′sin²k,

ε_xx − ε_xy = 2t cos k − 4t′.

This changes sign at cos k = 2t′/t. Inserting that into μ = −4t cos k + 4t′cos²k gives

μ_c = −8t′ + 16t′³/t² = −1.968t.

The line stays closed around Γ until μ reaches the saddle energy ε(π,0) = −4t′ = −1.2t. Your case lies between these two levels.

**Your Fermi line, with numbers**

Take μ = −1.3t, where n = 0.652, and the scattering rate

1/τ = (1/τ0)[1 + α(cos kx − cos ky)²/4].

The bracket is 1 on the diagonals and 1 + α at (π,0). Positive α therefore shortens the lifetime near the saddle points, and negative α (above −1) lengthens it. Counting predicts R_H = −1/0.6516 = −1.535 a²/e for every α.

For constant τ (α = 0), the electron-like arcs contribute 1.225 to A_l and the hole-like arcs −2.899, in units of (atτ0/ħ)². Thus A_l = −1.674. The computed σ_xx = 0.5755 e²tτ0/ħ² gives ∮|l|ds = 4π² × 0.5755 = 22.72 in units of tτ0/ħ. Equation (2), with q = −e, then yields

R_H = 8π² × (−1.674)/(−22.72²) = +0.256 a²/e.

The sign is opposite to that of the enclosed carriers, and the magnitude is one sixth of the counting value. The hole-like arcs make up 65% of the perimeter.

The electron-like votes include the four tips of the line, near (π,0) and its equivalents. At a tip on the kx axis, v = (v_x, 0) and κ = ε_yy/(ħv_x), with ε_yy = 2t − 4t′cos kx > 0. These tips are close to saddle points, where v vanishes, so at constant τ they have short mean free paths. The parameter α changes their weight:

• α = −0.8: A_l = 10.546 − 3.621 = 6.925, and R_H = −0.515 a²/e.
• α = 0: A_l = 1.225 − 2.899 = −1.674, and R_H = +0.256 a²/e.
• α = 4: A_l = 0.0695 − 1.7711 = −1.7016, and R_H = +0.763 a²/e.

The Fermi line is the same in all three cases. R_H passes through zero at α = −0.476, where n_H diverges although the density is unchanged. At α = −0.8 the sign agrees with counting, but n_H = 1.94 per cell is about three times the true 0.65. A correct sign does not certify the magnitude.

For a cell edge of 8 bohr, the three values are −0.576, +0.286 and +0.853 m²/C, against a counting value of −1.717 m²/C.

Nor does a zero of R_H mark the change of Fermi-line topology. At constant τ it occurs at μ = −1.411t and n = 0.587, whereas the topology changes at −1.2t, where n = 0.726.

**The magnitude can fail without a sign change**

Suppose first that |l| is constant. Around a single closed line θ turns once in total, so A_l = ±π|l|², while ∮|l|ds = |l|P with P the perimeter. Equation (2) gives

|n_H| = P²/(8π³).

The isoperimetric inequality P² ≥ 4π·Area then implies |n_H| ≥ Area/(2π²), which is the enclosed number of electrons or holes. Equality requires a circle. For your line P = 15.14/a, so n_H = 15.14²/(8π³) = 0.924 per cell instead of 0.652. An isotropic mean free path restores the expected sign, but not the density.

The bound belongs to constant |l|. When |l| varies, |n_H| can lie on either side of the true count. At μ = −0.9t the line is closed about (π,π), has hole-like curvature everywhere, and encloses p = 1.097 holes. The sign of R_H is therefore protected. The counting value is +0.912 a²/e, but the results are 1.137, 0.847 and 1.073 a²/e for α = −0.8, 0 and 4. The corresponding |n_H| are 0.879, 1.181 and 0.932 per cell. Among these three values of α, the change is not even monotonic.

**When the Hall coefficient does count**

It does so in the strong-field limit, if the orbits are closed. Along the Fermi line, equation (1) divided by τ reads

h/τ − (qB|v|/ħ) dh/ds = qE·v.

For large B the derivative term dominates, so the leading part of h is a constant h₀. The next part, h₁, is of order 1/B and obeys

−(qB|v|/ħ) dh₁/ds = qE·v − h₀/τ.

Divide by |v| and integrate around the orbit. The left side vanishes because h₁ is periodic. The field term vanishes too, because dk_x = −(v_y/|v|)ds and dk_y = (v_x/|v|)ds, and both integrate to zero on a closed line. What remains is h₀∮ds/(|v|τ) = 0, so h₀ = 0, and τ has dropped out of the equation for h₁.

For E along y, dh₁/ds = −(ħE_y/B)v_y/|v|, hence h₁ = (ħE_y/B)k_x + constant. The constant carries no current. The rest gives

J_x = (2q/(4π²ħ)) ∮ds (v_x/|v|) h₁ = (2qE_y/(4π²B)) ∮k_x dk_y.

In the direction z×v, an electron line is followed counterclockwise and a hole line clockwise. Hence σ_xy → qn/B or −qp/B. For E along x the same steps give h₁ proportional to k_y, and ∮k_y dk_y = 0, so σ_xx has no term of order 1/B. Inverting the conductivity tensor gives

R_H → 1/(qn) for electrons, and R_H → −1/(qp) for holes.

The difference from weak field is physical. A carrier that completes many orbits before scattering samples the whole line, and the enclosed area appears. In weak field it covers a short arc, and local curvature and lifetime matter.

For your line with constant τ, let b = eBa²tτ0/ħ². Solving equation (1) numerically gives

• b = 0.1: R_H = +0.239 a²/e
• b = 1: R_H = −0.542 a²/e
• b = 10: R_H = −1.512 a²/e
• b = 100: R_H = −1.535 a²/e

The sign changes between b = 0.1 and b = 1, and the last value agrees with counting to the digits shown. A large b should be understood as a long τ0 rather than an arbitrarily large B: the semiclassical orbit must remain valid, and near a saddle point magnetic breakdown can spoil it. Open orbits also fall outside this derivation.

So for a single Fermi line with fourfold symmetry, a density may be read from R_H in weak field when the line is nearly circular and |l| nearly constant, or in strong field when the orbits are closed. Otherwise, for such a line, compute equation (2) in weak field with a justified τ(k), and solve equation (1) at intermediate field. If several closed lines are present, their strong-field Hall conductivities add, and R_H then gives the net count, electrons minus holes, provided it is not zero. The numerical check checks equation (2) against Brillouin-zone sums and a finite-field solution of equation (1).

Computed values

```
t'/t = 0.30; topology change at mu = -1.200 t
concave arcs begin at mu = -1.968 t
constant tau: R_H = 0 at mu = -1.4108 t, n = 0.5875 per cell
filling at topology change (from just below) = 0.725 per cell
band bottom + 0.001 t: n_H/n = 1.0000
electron line: mu = -1.30 t, n = 0.6516, 2-n = 1.3484 per cell
  perimeter = 15.1426 1/a
  counting value of R_H = -1.5348 a^2/e
  alpha = -0.8: sigma_xx = 0.8255 e^2 t tau0/hbar^2
    sigma_xy/B = -0.35083 e^3 a^2 t^2 tau0^2/hbar^4
    R_H = -0.5148 a^2/e, n_H = 1.9425 per cell
  alpha =  0.0: sigma_xx = 0.5755 e^2 t tau0/hbar^2
    sigma_xy/B = 0.08483 e^3 a^2 t^2 tau0^2/hbar^4
    R_H = 0.2561 a^2/e, n_H = -3.9050 per cell
  alpha =  4.0: sigma_xx = 0.3362 e^2 t tau0/hbar^2
    sigma_xy/B = 0.08620 e^3 a^2 t^2 tau0^2/hbar^4
    R_H = 0.7628 a^2/e, n_H = -1.3110 per cell
hole line: mu = -0.90 t, n = 0.9029, 2-n = 1.0971 per cell
  perimeter = 16.5407 1/a
  counting value of R_H = 0.9115 a^2/e
  alpha = -0.8: sigma_xx = 1.3787 e^2 t tau0/hbar^2
    sigma_xy/B = 2.16202 e^3 a^2 t^2 tau0^2/hbar^4
    R_H = 1.1374 a^2/e, n_H = -0.8792 per cell
  alpha =  0.0: sigma_xx = 0.8022 e^2 t tau0/hbar^2
    sigma_xy/B = 0.54495 e^3 a^2 t^2 tau0^2/hbar^4
    R_H = 0.8468 a^2/e, n_H = -1.1809 per cell
  alpha =  4.0: sigma_xx = 0.4144 e^2 t tau0/hbar^2
    sigma_xy/B = 0.18433 e^3 a^2 t^2 tau0^2/hbar^4
    R_H = 1.0733 a^2/e, n_H = -0.9317 per cell
constant |l|: n_H = 0.9244 (electron line), -1.1030 (hole line) per cell
electron line: R_H = 0 at alpha = -0.4756
electron line: concave share of perimeter = 0.649
  alpha = -0.8: A_l convex arcs 10.5461, concave arcs -3.6209 (a t tau0/hbar)^2
  alpha =  0.0: A_l convex arcs 1.2249, concave arcs -2.8993 (a t tau0/hbar)^2
  alpha =  4.0: A_l convex arcs 0.0695, concave arcs -1.7711 (a t tau0/hbar)^2
electron line, alpha = 0, R_H against field b = e B a^2 t tau0/hbar^2:
  b =   0.01: R_H = 0.2559 a^2/e
  b =   0.10: R_H = 0.2392 a^2/e
  b =   1.00: R_H = -0.5417 a^2/e
  b =  10.00: R_H = -1.5125 a^2/e
  b = 100.00: R_H = -1.5346 a^2/e
cell edge = 8.0 bohr: a^2/e = 1.1186 m^2/C
  electron line, alpha = -0.8, 0, 4: R_H = -0.576, 0.286, 0.853 m^2/C
  electron line, counting value = -1.717 m^2/C
largest relative error, zone sums = 3.3e-04
largest relative error, weak field = 2.2e-05; strong field = 2.5e-05
```
